# Photonic-Crystal Thermal Emitters and the Blackbody Limit in the Far Field

**Q:** I want to put a photonic crystal on the hot side of a thermophotovoltaic converter. Near a band edge its density of states is almost nine times that of a uniform medium with the same mean index. Each mode holds the thermal energy

$$\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1},$$

so the crystal should radiate well above a blackbody at its own temperature. What stops it?

**A:** The density of states gives the stored energy, whereas radiance is a flow. Take a lossless one-dimensional crystal of length $L$ and one polarization. Periodic boundary conditions space the Bloch wavenumbers $K$ by $2\pi/L$. Waves of both directions count, so the density of states per length is

$$\rho=2\,\frac{1}{2\pi}\left|\frac{dK}{d\omega}\right|=\frac1\pi\left|\frac{dK}{d\omega}\right| .$$

Half of these modes carry energy to the right, at speed $v=|d\omega/dK|$. Their flow in the interval $d\omega$ is

$$v\,\frac{\rho}{2}\,\Theta\,d\omega=\Theta\,\frac{d\omega}{2\pi}.$$

The slope $dK/d\omega$ has cancelled. For quarter-wave layers of indices 2.00 and 1.45, 0.5 meV below the gap, the density of states is 8.8 times the mean-index value. There $c\,|dK/d\omega|=14.83$, while the energy velocity, computed separately from the Bloch fields as flux over energy density, is $0.0674\,c$. The product is 1.000. More energy is stored, but it leaves more slowly.

**Q:** That is one channel. In three dimensions the interior has more channels than vacuum. Can't several of them feed one outgoing direction?

**A:** They can, so we need a bound on the outgoing channel itself. Let $a_j$ and $b_i$ be incoming and outgoing vacuum amplitudes at frequency $\omega$, normalized so that $\langle|a_j|^2\rangle\,d\omega/2\pi$ is power. For a linear, time-invariant body,

$$b=Sa+f,$$

where $S$ is the scattering matrix and $f$ is the body's own thermal emission.

Put the body, at uniform temperature $T$, in surroundings also at $T$. The incoming waves are independent and thermal: $\langle aa^\dagger\rangle=\Theta\,\mathbf 1$. Now pick any normalized combination $w$ of outgoing channels. Lossless optics and a narrow filter can direct it to a matched absorber at $T$, which sends back $\Theta\,d\omega/2\pi$. With everything at $T$, the second law forbids both net heating and net cooling of that absorber, so $\langle|w^\dagger b|^2\rangle=\Theta$. This holds for every $w$, hence $\langle bb^\dagger\rangle=\Theta\,\mathbf 1$.

The emission $f$ comes from sources inside the body and is uncorrelated with $a$, so the cross terms vanish:

$$\Theta\,\mathbf 1=\Theta\,SS^\dagger+\langle ff^\dagger\rangle
\quad\Rightarrow\quad
\langle ff^\dagger\rangle=\Theta\,(\mathbf 1-SS^\dagger).$$

The emissivity into $w$ is therefore

$$e_w=w^\dagger(\mathbf 1-SS^\dagger)w=1-\|S^\dagger w\|^2\le 1 .$$

It is also non-negative, being a mean square divided by $\Theta$. If the surroundings are removed while the body is held at $T$, the internal sources, and so $f$, are unchanged. However many interior modes feed the channel, its emission cannot exceed $\Theta\,d\omega/2\pi$.

**Q:** Is that Kirchhoff's law? What if the crystal is magnetized and nonreciprocal?

**A:** The bound did not use reciprocity. A unit wave $w$ sent in loses the fraction $w^\dagger(\mathbf 1-S^\dagger S)w$, which has the factors in the other order. If incoming and outgoing channels are paired by time reversal, reciprocity means $S_{ij}=S_{ji}$. Then

$$(SS^\dagger)_{ii}=\sum_j|S_{ij}|^2=\sum_j|S_{ji}|^2=(S^\dagger S)_{ii},$$

and emissivity equals absorptivity channel by channel. Without reciprocity they can differ. In a random four-channel nonreciprocal model driven by explicit thermal baths, they differ by up to 0.24 in one channel, yet the largest eigenvalue of the emission matrix is 0.865.

**Q:** How does a limit per channel become Planck's radiance?

**A:** By counting channels. A planar emitter of area $A$, much wider than a wavelength, has $A\,d^2k_\parallel/(2\pi)^2$ vacuum channels per polarization. With $k_0=\omega/c$ and $k_\parallel=k_0\sin\theta$,

$$d^2k_\parallel=k_\parallel\,dk_\parallel\,d\phi=k_0^2\sin\theta\cos\theta\,d\theta\,d\phi=k_0^2\cos\theta\,d\Omega .$$

Multiply by $\Theta\,d\omega/2\pi$, divide by $A\cos\theta\,d\Omega\,d\omega$, and add two polarizations:

$$B_\omega=2\,\frac{k_0^2\,\Theta}{(2\pi)^3}=\frac{\omega^2\Theta}{4\pi^3c^2}.$$

This is Planck's radiance per angular frequency. The emitter's radiance is $B_\omega$ times the mean emissivity of the two polarizations.

The same count settles the high-index interior. Inside a medium of index $n$, propagating waves fill a disc of radius $nk_0$ in $k_\parallel$, so the internal one-way flux is $n^2$ times the vacuum value. A flat surface conserves $k_\parallel$, and only the disc of radius $k_0$ continues into vacuum. For $n=2$ the internal factor is 4, but after Fresnel reflection the escaping factor is 0.84. A grating can release trapped waves, but the bound on each outgoing channel still applies.

**Q:** Yet a fluctuating current placed where the density of states is high does radiate more strongly. Where does that enhancement go?

**A:** It is real, and it competes with reabsorption. Use fields varying as $e^{-i\omega t}$, so a passive medium has $\varepsilon''=\operatorname{Im}\varepsilon\ge0$ and conductivity $\omega\varepsilon_0\varepsilon''$. The fluctuation–dissipation theorem gives each current component, independently at each point, the two-sided spectral strength $2\omega\varepsilon_0\varepsilon''\Theta$.

In a multilayer, let a unit current sheet at depth $z$ produce the outgoing electric amplitude $Z_0g(z)$, with $Z_0=1/(\varepsilon_0c)$. The normal flux of a field $E$ is $|E|^2\cos\theta/Z_0$, and positive and negative frequencies together give a factor 2. Dividing by $\Theta$,

$$e=2\,\frac{\cos\theta}{Z_0}\int Z_0^2|g|^2\,2\omega\varepsilon_0\varepsilon''\,dz
=4k_0\cos\theta\int\varepsilon''|g|^2\,dz ,$$

since $Z_0\omega\varepsilon_0=k_0$. For $p$ polarization, $|g|^2$ is summed over both current components in the plane of incidence.

A weakly absorbing half-space with $\varepsilon=1+i\varepsilon''$ shows the competition. At normal incidence a sheet radiates half its amplitude each way, and the wave decays on its way out: $|g|^2=\tfrac14e^{-\varepsilon''k_0z}$. Thus

$$e=4k_0\,\varepsilon''\,\frac14\int_0^\infty e^{-\varepsilon''k_0z}\,dz=1$$

to leading order in $\varepsilon''$. Stronger sources are offset by a shallower escape depth. For the multilayer below, this current integral was tested against $1-R-T$, where $R$ and $T$ are here the reflected and transmitted fractions. At 20° and 55°, in both polarizations and at three photon energies, they agreed within $10^{-14}$. That included a version with the metal thinned to 15 nm, where the whole stack transmits 15% at normal incidence and 0.75 eV.

**Q:** Suppose I use a cavity and keep raising its quality factor. Surely the peak keeps growing?

**A:** Let $\alpha$ be the cavity amplitude, with $|\alpha|^2$ its energy, and let $\gamma_r$ and $\gamma_a$ be its amplitude decay rates by radiation and absorption. For one open channel with incoming amplitude $s$,

$$\dot\alpha=-i\omega_0\alpha-(\gamma_r+\gamma_a)\alpha+\sqrt{2\gamma_r}\,s .$$

Setting $\dot\alpha=-i\omega\alpha$ gives

$$\alpha=\frac{\sqrt{2\gamma_r}\,s}{\gamma_r+\gamma_a-i(\omega-\omega_0)} .$$

The absorbed power is $2\gamma_a|\alpha|^2$. Divided by $|s|^2$, it is the absorptivity, and with a single channel also the emissivity:

$$e(\omega)=\frac{4\gamma_r\gamma_a}{(\gamma_r+\gamma_a)^2+(\omega-\omega_0)^2},\qquad
1-e(\omega_0)=\left(\frac{\gamma_r-\gamma_a}{\gamma_r+\gamma_a}\right)^2 .$$

The peak reaches 1 when the rates match. If $\gamma_r$ falls below $\gamma_a$, the quality factor $Q=\omega_0/[2(\gamma_r+\gamma_a)]$ still rises, but the peak drops.

Consider alternating quarter-wave layers of indices 2.00 and 1.45, then a 539 nm low-index spacer on a 200 nm Drude metal. All dielectric layers are given an extinction coefficient of $2\times10^{-4}$. The spacer was retuned at each layer count for greatest normal emission at 0.75 eV (1653 nm); to the nearest nanometre it did not change.

| High-index layers | $\hbar\gamma_r$ (meV) | $\hbar\gamma_a$ (meV) | $Q$ | Emissivity |
|---:|---:|---:|---:|---:|
| 4 | 5.87 | 2.57 | 44.5 | 0.848 |
| 5 | 2.97 | 2.48 | 68.8 | 0.992 |
| 6 | 1.53 | 2.44 | 94.5 | 0.948 |
| 10 | 0.114 | 2.39 | 149.5 | 0.176 |

The emissivities come from the current integral, the rates from the complex poles and zeros of the reflection amplitude. For five layers the rates give $4(2.97)(2.48)/(5.45)^2=0.99$, in agreement. From five layers to ten, $Q$ more than doubles while the emissivity falls more than fivefold.

**Q:** Then the crystal just moves a fixed amount of emission from one frequency to another?

**A:** No, the amount is not fixed. Integrating the resonance over frequency gives

$$\int e\,d\omega=\frac{4\pi\gamma_r\gamma_a}{\gamma_r+\gamma_a},$$

which depends on the rates. "Redistribution" is acceptable if it means changing the emissivity of each channel between 0 and 1, without a conserved total. At 1500 K the five-layer emitter radiates 2.20 W/cm² over the hemisphere, against 2.00 for the bare metal and 28.7 for a blackbody.

**Q:** So is it a good emitter for a cell with a 0.70 eV band edge?

**A:** This one is not. Its normal radiance at 0.75 eV is 6.39 W/(cm² sr eV), just below the blackbody's 6.44 and 16 times the bare metal's 0.39. But the line is only 11 meV wide. It also moves with angle: at 40° it lies near 0.82 eV, leaving an emissivity at 0.75 eV of 0.007 for $s$ and 0.026 for $p$ polarization. That shift keeps the line above the band edge but still costs useful power: if the normal-incidence spectrum held at all angles, about 26% of the emission would lie above the edge, which is better but still poor. The narrow line adds little: above the edge the coating gains about 0.21 W/cm² over the bare metal at some energies and angles and loses 0.14 at others. Nor does it suppress emission below the edge: 1.75 W/cm², against 1.61 for the bare metal and 1.65 if the layers were lossless. Above the band edge the emitter gives 0.45 W/cm², or 20.4% of its total. The blackbody's share is 19.6%, of a much larger total.

The parameters are rough ones for hafnia and silica on hot tungsten. The Drude metal's normal emissivity, 0.06, is well below the roughly 0.2 to 0.3 of real hot tungsten in this range. The model omits interband transitions. Adding 20 to $\varepsilon''$, as a rough stand-in for their loss, raises the bare emissivity only to 0.11 and changes the peak to 0.957. That understates the change on a real metal. For $\varepsilon=-20+20i$, with bare emissivity 0.24, five high-index layers are far from matched: even with the spacer retuned the peak is 0.68 and the line 29 meV wide, and three layers are needed for a peak near 1. With a bare emissivity of 0.25, no coating could gain more than a factor of 4.

Oxide phonons can also reduce the selectivity. Adding the full blackbody power below 0.20 eV, 2.93 W/cm², as an upper bound on their contribution in that range lowers the useful share to $0.450/(2.204+2.927)=8.8\%$. An assumed 1% thermal increase in optical path shifts the line by $-7$ meV, more than its half-width, so the design must be tuned hot.

**Q:** What if I measure an emissivity of 1.2 anyway?

**A:** Check the temperature first. If the emitter is at 1500 K but is read as 1450 K, the reference radiance is too small by nearly

$$\exp\!\left[\frac{0.75\ \text{eV}}{k_B}\left(\frac1{1450\ \text{K}}-\frac1{1500\ \text{K}}\right)\right]\approx1.22,$$

and an emissivity of 0.992 appears as 1.21. If the temperature varies within the emitter, each part contributes a non-negative share of $e$. Since $\Theta$ rises with $T$, the limit is then the blackbody at the hottest part. Here the estimated drop across the dielectric layers is 0.06 K, for an assumed conductivity of 1 W/(m K).

Then check the distance. Evanescent waves can cross a small gap, so the vacuum channel count no longer limits the transfer. Between two index-2 half-spaces at 0.75 eV, the one-way flux relative to a blackbody is 2.80 at a 100 nm gap and approaches $n^2=4$ at 1 nm. At 100 µm it is 0.75, with an evanescent part of about $2\times10^{-9}$.

Finally, check the assumptions. Optical gain or electrical pumping removes the thermal equilibrium of the sources. For a body no larger than a wavelength, dividing its power by its geometric area does not give the radiance of a wide surface, so a ratio above 1 there does not contradict the limit per channel. The numerical output below gives the remaining values for this emitter.

## Numbers as computed

```
Emitter temperature 1500 K; resonance 0.75 eV = 1653.1 nm
Cell band edge 0.70 eV; indices 2.00, 1.45; extinction 2.0e-04
Quarter-wave layers: high 206.6 nm, low 285.0 nm
Drude metal: plasma 6.40 eV, damping 0.20 eV, thickness 200 nm
Bare-metal normal emissivity at resonance energy: 0.0605
High layers | spacer nm | gamma_r meV | gamma_a meV | Q | e direct | e from rates
 4 | 539.0 | 5.865 | 2.569 | 44.5 | 0.8483 | 0.8473
 5 | 539.0 | 2.970 | 2.484 | 68.8 | 0.9921 | 0.9921
 6 | 539.0 | 1.531 | 2.440 | 94.5 | 0.9478 | 0.9476
 8 | 539.0 | 0.416 | 2.404 | 133.0 | 0.5043 | 0.5031
10 | 539.0 | 0.114 | 2.394 | 149.5 | 0.1755 | 0.1741
Chosen emitter: 5 high layers, full linewidth 10.91 meV
Largest oblique emission-minus-loss error: 9.5e-15
Thin-film test, 15 nm metal: normal transmission 0.1456
Emissivity at resonance energy and 40 deg: s 0.0068, p 0.0258
Nonreciprocal model: largest emission eigenvalue 0.8649
Nonreciprocal model: largest channel |emissivity-absorptivity| 0.2407
Crystal lower gap edge 0.67356 eV; test energy 0.67306 eV
Density of states / mean-index medium: 8.824
Energy velocity/c 0.06741; c dK/domega 14.8344; product 1.000000
Index 2.0 interior: flux factor 4.00, escaping factor 0.8394
Normal radiance at 0.75 eV, W/(cm2 sr eV): blackbody 6.4427, emitter 6.3918, bare 0.3897
Emitter/bare-metal normal radiance ratio: 16.40
Hemispherical power W/cm2: total | above band edge | fraction above
Blackbody: 28.706 | 5.618 | 0.1957
Emitter: 2.204 | 0.450 | 0.2040
Bare metal: 2.001 | 0.388 | 0.1941
Apparent emissivity if temperature is read as 1450 K: 1.2125
Added metal interband loss Im eps=20: bare e 0.1088, peak e 0.9570 at 0.7513 eV
Oxide phonons: upper bound on added power below 0.20 eV 2.927 W/cm2
Fraction above band edge with that full addition: 0.0876
Thermal detuning for 1 percent longer optical path: -7.25 meV
Dielectric thickness 2712.3 nm; temperature drop at 1 W/(m K): 0.0598 K
Relative radiance change from that drop: 2.32e-04
Index-2 bodies, transfer/blackbody: 1 nm 3.9971, 100 nm 2.7990, 100 um 0.7494
Evanescent part at 100 um gap: 1.96e-09
Edge-diffraction scale, wavelength / 1 cm emitter width: 1.65e-04
```
